**Second-order energy of a boxed particle from the Sternheimer equation**

The program tests $E_2=-(15-\pi^2)mF^2L^4/(24\pi^4\hbar^2)$ for the ground state of a particle of mass $m$ between hard walls a distance $L$ apart, with perturbation $Fx$. It asserts by symbolic algebra that the closed first-order function $\psi_1$ satisfies the Sternheimer equation and vanishes at the walls. It also asserts that $\psi_1$ agrees with a direct finite-difference solution and has the expected sign in each half of the box. The formula for $E_2$ is compared with quadrature, with a sum over states, and with the field curvature of energies obtained by diagonalization in 40 sine functions. Further assertions cover the mean displacement $2E_2/F$ and the fourth-order scaling of the remainder. For an electron with $L=2$ nm and $F=0.05$ eV/nm, the output shows $E_2=-0.001152$ eV by all four routes. The energy through second order differs from the lowest eigenvalue of the full Hamiltonian by 0.22% of $|E_2|$, and the second level supplies 99.87% of $E_2$.

## Numerical verification

```python
# Result under test: for a particle of mass m in a hard-walled box 0 < x < L
# with perturbation F*x, the second-order ground-state energy is
#   E2 = -(15 - pi^2) m F^2 L^4 / (24 pi^4 hbar^2),
# obtained from the first-order function psi1 that solves
#   (H0 - E0) psi1 = -(F x - E1) psi0,  psi1 = 0 at the walls, <psi0|psi1> = 0.
# Symbols: s = x - L/2, k = pi/L, F = energy per length.
# Numerical units: eV and nm; hbar2_over_m = hbar^2/m in eV nm^2.
import numpy as np
import sympy as sp
from scipy import constants as const

# Symbolic substitution in the differential equation and boundary conditions
s, C = sp.symbols("s C", real=True)
Ls, ms, Fs, hs = sp.symbols("L m F hbar", positive=True)
ks = sp.pi / Ls
psi0_sym = sp.sqrt(2 / Ls) * sp.cos(ks * s)
psi1_sym = (ms * Fs / (2 * hs**2 * ks**2) * sp.sqrt(2 / Ls)
            * (s * sp.cos(ks * s) + ks * (s**2 - Ls**2 / 4) * sp.sin(ks * s)))
residual = (-hs**2 / (2 * ms) * (sp.diff(psi1_sym, s, 2) + ks**2 * psi1_sym)
            + Fs * s * psi0_sym)
assert sp.simplify(sp.expand(residual)) == 0
for wall in (-Ls / 2, Ls / 2):
    assert sp.simplify(psi1_sym.subs(s, wall)) == 0
# Particular solution and the constant demanded by the walls
g = s * sp.cos(ks * s) / (4 * ks**2) + s**2 * sp.sin(ks * s) / (4 * ks)
assert sp.simplify(sp.expand(sp.diff(g, s, 2) + ks**2 * g
                             - s * sp.cos(ks * s))) == 0
C_wall = sp.solve((g + C * sp.sin(ks * s)).subs(s, Ls / 2), C)[0]
assert sp.simplify(C_wall + Ls**2 / (16 * ks)) == 0

# Worked example: electron in a model box
L = 2.0
F = 0.05
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e18
k = np.pi / L
E0 = hbar2_over_m * k**2 / 2
E1 = F * L / 2
E2 = -(15 - np.pi**2) * F**2 * L**4 / (24 * np.pi**4 * hbar2_over_m)


def psi0(x):
    return np.sqrt(2 / L) * np.sin(k * x)


def psi1(x):
    amplitude = F / (2 * hbar2_over_m * k**2) * np.sqrt(2 / L)
    return amplitude * ((x - L / 2) * np.sin(k * x)
                        + k * x * (L - x) * np.cos(k * x))


# Quadrature of the defining integrals
nodes, weights = np.polynomial.legendre.leggauss(240)
xq = L * (nodes + 1) / 2
wq = L * weights / 2
sq = xq - L / 2
A_quad = np.sum(wq * sq**2 * np.cos(k * sq)**2)
B_quad = np.sum(wq * sq * (sq**2 - L**2 / 4)
                * np.sin(k * sq) * np.cos(k * sq))
assert abs(A_quad - (L**3 / 24 - L / (4 * k**2))) < 1e-11
assert abs(B_quad + 3 * L / (8 * k**3)) < 1e-11
overlap = np.sum(wq * psi0(xq) * psi1(xq))
assert abs(overlap) < 1e-12
E1_quad = np.sum(wq * F * xq * psi0(xq)**2)
assert abs(E1_quad - E1) < 1e-12
E2_quad = np.sum(wq * psi0(xq) * F * sq * psi1(xq))
assert abs(E2_quad / E2 - 1) < 1e-9
# Adding a multiple of psi0 to psi1 must not change E2
E2_mixed = np.sum(wq * psi0(xq) * F * sq * (psi1(xq) + 0.7 * psi0(xq)))
assert abs(E2_mixed / E2 - 1) < 1e-9
norm1 = np.sum(wq * psi1(xq)**2)

# Direct finite-difference solution of the Sternheimer equation
n_grid = 399
h = L / (n_grid + 1)
xg = h * np.arange(1, n_grid + 1)
H_grid = hbar2_over_m / (2 * h**2) * (2 * np.eye(n_grid)
         - np.eye(n_grid, k=1) - np.eye(n_grid, k=-1))
projector = h * np.outer(psi0(xg), psi0(xg))
operator = H_grid - E0 * np.eye(n_grid) + projector
psi1_grid = np.linalg.solve(operator, -(F * xg - E1) * psi0(xg))
grid_error = (np.max(np.abs(psi1_grid - psi1(xg)))
              / np.max(np.abs(psi1(xg))))
assert grid_error < 2e-4  # second-order grid error, about (k h)^2
# psi1 is positive in the left half and negative in the right half
off_centre = np.abs(xg - L / 2) > h / 2
assert np.all((psi1_grid * (xg - L / 2))[off_centre] < 0)
assert np.all((psi1(xg) * (xg - L / 2))[off_centre] < 0)

# Sine basis: sum over states and diagonalization of the full Hamiltonian
n_basis = 40
levels = np.arange(1, n_basis + 1)
basis = np.sqrt(2 / L) * np.sin(np.outer(levels, k * xq))
x_matrix = (basis * wq * xq) @ basis.T
energies = E0 * levels**2
terms = (F * x_matrix[0, 1:])**2 / (energies[0] - energies[1:])
E2_sum = np.sum(terms)
assert abs(E2_sum / E2 - 1) < 1e-7
assert abs(x_matrix[0, 1] + 16 * L / (9 * np.pi**2)) < 1e-11
share = terms[0] / E2_sum
assert share > 0.99


def ground(field):
    values, vectors = np.linalg.eigh(np.diag(energies) + field * x_matrix)
    c = vectors[:, 0]
    return values[0], c @ x_matrix @ c


def curvature(step):
    return (ground(step)[0] + ground(-step)[0] - 2 * E0) / (2 * step**2)


def position_slope(step):
    return (ground(step)[1] - ground(-step)[1]) / (2 * step)


step = 0.01
curv = (4 * curvature(step) - curvature(2 * step)) / 3
slope = (4 * position_slope(step) - position_slope(2 * step)) / 3
assert abs(curv * F**2 / E2 - 1) < 1e-5
energy_slope = (ground(step)[0] - ground(-step)[0]) / (2 * step)
assert abs(energy_slope - L / 2) < 1e-8
shift = 2 * np.sum(wq * psi0(xq) * sq * psi1(xq))
assert abs(shift - 2 * E2 / F) < 1e-10
assert abs(slope * F / shift - 1) < 1e-5

E_full, x_full = ground(F)
remainder = E_full - (E0 + E1 + E2)
remainder_half = ground(F / 2)[0] - (E0 + E1 / 2 + E2 / 4)
ratio = remainder / remainder_half
assert abs(remainder / E2) < 0.02
assert 15 < ratio < 17  # fourth order gives 16, higher orders shift it

print(f"box length L = {L:.1f} nm")
print(f"slope of the perturbation F = {F:.2f} eV/nm")
print(f"hbar^2/m for the electron = {hbar2_over_m:.6f} eV nm^2")
print(f"wave number k = {k:.6f} 1/nm")
print(f"numerical coefficient (15-pi^2)/(24 pi^4) = "
      f"{(15 - np.pi**2) / (24 * np.pi**4):.8f}")
print(f"zeroth-order energy E0 = {E0:.6f} eV")
print(f"gap to the second level = {energies[1] - E0:.6f} eV")
print(f"first-order energy E1 = {E1:.6f} eV")
print(f"integral A = {A_quad:.6f} nm^3")
print(f"integral B = {B_quad:.6f} nm^4")
print(f"A + k B = {A_quad + k * B_quad:.6f} nm^3")
print(f"E2 from the formula = {E2:.8f} eV")
print(f"E2 from the formula = {E2 * const.e:.5e} J")
print(f"E2 from quadrature with psi1 = {E2_quad:.8f} eV")
print(f"E2 from the sum over states = {E2_sum:.8f} eV")
print(f"E2 from the field curvature = {curv * F**2:.8f} eV")
print(f"psi1 at x = L/4: {psi1(L / 4):.6f} nm^(-1/2)")
print(f"psi0 at x = L/4: {psi0(L / 4):.6f} nm^(-1/2)")
print(f"squared norm of psi1 = {norm1:.6f}")
print(f"largest relative grid deviation of psi1 = {grid_error:.1e}")
print(f"matrix element <1|x|2> = {x_matrix[0, 1]:.6f} nm")
print(f"coupling/gap |F <1|x|2>|/(gap) = "
      f"{abs(F * x_matrix[0, 1]) / (energies[1] - E0):.5f}")
print(f"second-level term of the sum = {terms[0]:.8f} eV")
print(f"share of the second level in E2 = {100 * share:.3f} %")
print(f"first-order displacement = {shift:.6f} nm")
print(f"displacement from diagonalization = {x_full - L / 2:.6f} nm")
print(f"E0 + E1 + E2 = {E0 + E1 + E2:.8f} eV")
print(f"lowest eigenvalue of full H = {E_full:.8f} eV")
print(f"remainder beyond second order = {remainder:.3e} eV")
print(f"remainder relative to |E2| = {100 * remainder / abs(E2):.3f} %")
print(f"remainder ratio on halving F = {ratio:.3f}")
print("every check passed")
```

It prints:

```
box length L = 2.0 nm
slope of the perturbation F = 0.05 eV/nm
hbar^2/m for the electron = 0.076200 eV nm^2
wave number k = 1.570796 1/nm
numerical coefficient (15-pi^2)/(24 pi^4) = 0.00219452
zeroth-order energy E0 = 0.094008 eV
gap to the second level = 0.282023 eV
first-order energy E1 = 0.050000 eV
integral A = 0.130691 nm^3
integral B = -0.193509 nm^4
A + k B = -0.173273 nm^3
E2 from the formula = -0.00115199 eV
E2 from the formula = -1.84568e-22 J
E2 from quadrature with psi1 = -0.00115199 eV
E2 from the sum over states = -0.00115199 eV
E2 from the field curvature = -0.00115199 eV
psi1 at x = L/4: 0.063756 nm^(-1/2)
psi0 at x = L/4: 0.707107 nm^(-1/2)
squared norm of psi1 = 0.004080
largest relative grid deviation of psi1 = 2.7e-05
matrix element <1|x|2> = -0.360253 nm
coupling/gap |F <1|x|2>|/(gap) = 0.06387
second-level term of the sum = -0.00115046 eV
share of the second level in E2 = 99.868 %
first-order displacement = -0.046079 nm
displacement from diagonalization = -0.045875 nm
E0 + E1 + E2 = 0.14285555 eV
lowest eigenvalue of full H = 0.14285811 eV
remainder beyond second order = 2.556e-06 eV
remainder relative to |E2| = 0.222 %
remainder ratio on halving F = 15.935
every check passed
```
